Subgap density from the conductivity activation energy of a thin film

**1. An empty film that seems full of states**

Take a semiconductor film with no states in its gap, lying on an insulator with a gate beneath it. As the gate voltage VG rises, the film potential follows it volt for volt, and the activation energy Ea of the conductivity falls by 1 eV per volt, as long as band electrons are too few to matter (section 7). Suppose the density of gap states is now read from the rule "density = C/(q t) divided by the slope of Ea", where C is the insulator capacitance per area, t the film thickness and q the elementary charge. For a 10 nm film on 100 nm of silicon dioxide, this rule reports 2.16 × 10¹⁷ cm⁻³ eV⁻¹ in a film that has no states. The false density is C/(q t), set only by the insulator capacitance and the film thickness. It has to be subtracted, and the voltage balance shows how.

Conventions: the film conducts by electrons above a band edge, or mobility edge, Ec. Energies E of gap states are measured from Ec, so they are negative. Define

μ = EF − Ec,  Δ = −μ = Ec − EF.

The density g(E) counts states per volume and energy. The drain voltage is small, so one Fermi level EF, fixed by the grounded contacts, describes the film. The potential is uniform across t.

**2. Where the gate voltage goes**

A film potential φ lowers Ec by qφ while EF stays fixed, so μ rises by qφ. The film part of the gate voltage is therefore μ/q plus a constant.

The rest drops across the insulator. Let n be the density of electrons in gap states and n_fix its value in the neutral film. Each added electron changes the charge by −q, whether its state is donor-like or acceptor-like. The film charge per area is −q t (n − n_fix), and the gate carries the opposite charge:

C V_ins = q t (n − n_fix).

Adding the two parts gives

VG = V0 + μ/q + (q t/C)(n − n_fix).  (1)

V0 holds the work-function difference and any fixed insulator charge. It is assumed not to depend on VG or T. Electrons in the band are left out of n for now.

First case, no states: n does not change, so q dVG/dμ = 1. This is the empty film of section 1.

Second case, a constant density g: dn = g dμ, and

q dVG/dμ = 1 + κg,  κ = q²t/C.

Here κg is the ratio of the film's state capacitance q²gt to C. The two capacitances divide the gate voltage. The "1" is the share that moves the film potential, and κg is the share that drops across the insulator to supply the trapped charge.

**3. Any density, and the low-temperature limit**

For a general density,

n = ∫ g(E) f(E) dE,  f = 1/(exp[(E − μ)/kT] + 1).

Since f depends on E − μ alone, ∂f/∂μ = −∂f/∂E. Differentiating (1) at fixed T gives

q dVG/dμ = 1 + κ ∫ g(E)(−∂f/∂E) dE.  (2)

The function −∂f/∂E has unit area and a width of a few kT around μ. If g is smooth on that scale, the integral tends to g(μ) as T → 0.

The experiment does not give μ directly. It gives conductivities, which are assumed to obey

σ = σ0 exp(−Δ/kT),

with σ0 independent of T and Δ ≫ kT. With β = 1/kT, the Arrhenius energy at fixed VG is

Ea = −∂ln σ/∂β = Δ + β ∂Δ/∂β = Δ − T(∂Δ/∂T),  (3)

because β∂/∂β = −T∂/∂T. Ea equals Ec − EF when the statistical shift T(∂Δ/∂T) vanishes. Section 4 shows that this shift goes as T² for smooth g. Hence, as T → 0, Ea → −μ and

q |dVG/dEa| = 1 + κ g(−Ea).

Subtracting 1 and dividing by κ gives the result:

g(−Ea) = (C/(q²t)) [ q/|dEa/dVG| − 1 ].

With Ea in eV, the slope s = |dEa/dVG| is in eV/V, the factor q in the bracket becomes 1, and a density per joule is multiplied by q to become a density per eV:

g(−Ea) = (C/(q t)) (1/s − 1).  (4)

Two limits check it. For s = 1 the density is zero, as it must be for the empty film. For s ≪ 1 the film is dense in states, Ea hardly moves, and g ≈ C/(q t s), so the subtraction no longer matters.

The sensitivity to a slope error follows from (4). Since dg = −(C/(q t)) ds/s² and g = (C/(q t))(1 − s)/s,

dg/g = −(ds/s)/(1 − s).

A relative slope error is therefore magnified by 1/(1 − s). Near s = 1 the density is a small difference of two nearly equal terms and is poorly determined. A relative error in C or t, by contrast, passes to the density without magnification, with reversed sign for t.

Interface states fit the same balance. If the film surfaces carry D states per area and energy that fill with the same μ, the added charge per area is q(gt + D)dμ. Formula (4) then returns g + D/t. At a single thickness the two parts cannot be separated.

**4. What a finite temperature does**

For smooth g, the Sommerfeld expansion gives

n(μ,T) = ∫^μ g dE + (π²/6)(kT)² g′(μ) + …

Let μ0 be the position at T = 0 for a given VG, and μ = μ0 + δ the position at T. Equation (1) times q says that μ + κn is fixed at fixed VG. To leading order,

δ + κ[ gδ + (π²/6)(kT)² g′ ] = 0,

δ = −(π²/6)(kT)² κg′/(1 + κg).

So Δ = Δ0 + BT² with

B = (π²k²/6) κg′/(1 + κg).

An Arrhenius line through T1 < T2 has

Ea = k [ln σ(T2) − ln σ(T1)]/(1/T1 − 1/T2).

Inserting ln σ = ln σ0 − Δ0/kT − BT/k gives

Ea = Δ0 − B(T2 − T1)/(1/T1 − 1/T2) = Δ0 − B T1T2,

because 1/T1 − 1/T2 = (T2 − T1)/(T1T2). The true Δ at T lies above Δ0 when g′ > 0, while the measured Ea lies below it.

This error acts on both the slope and the energy axis. Put F = 1 + κg and c = (π²/6)k²T1T2. Since F′ = κg′, the apparent position x = −Ea is

x = μ0 + c F′/F.

By (2) at T = 0, q dVG/dμ0 = F(μ0). The apparent slope factor is then

q dVG/dx = F(μ0)/(dx/dμ0) = F(μ0)/[1 + c(F′/F)′].

Now express everything at x. To first order in c, μ0 = x − cF′/F, so

F(μ0) = F − cF′²/F.

Also (F′/F)′ = F″/F − F′²/F². Together,

q dVG/dx = F − cF′²/F − cF″ + cF′²/F = F − cF″.

The squared terms cancel. Subtracting 1 and dividing by κ,

g_app = g − (π²/6) k²T1T2 g″.  (5)

To this order the error does not depend on C or t.

For an exponential tail, g = N exp(E/E_t), we have g″ = g/E_t², and the density is underestimated by the fraction c/E_t². The route of the error depends on the regime. When κg ≫ 1, F′/F is nearly the constant 1/E_t: the slope is unharmed, but each density is assigned to an energy too close to the band edge. When κg ≪ 1 the axis shift is small and the error sits in the slope. To this order both routes give the same fraction. Higher orders separate them: for E_t = 0.08 eV read at 0.25 eV with 180 and 220 K, the full error is −8.8 % for κg ≈ 0.002 and −7.6 % for κg ≈ 2 or larger.

At the top of a Gaussian peak of width w, g″ = −g/w², and the density is overestimated. Thermal smearing alone would flatten the peak: with Δ known at one temperature, the integral in (2) gives g + (π²/6)(kT)²g″, which has the opposite sign. The temperature shift inside the Arrhenius energy reverses it.

Both signs were tested by computing conductivities from the full Fermi integral and the voltage balance at 30 and 40 K, then applying (4). For a tail with E_t = 0.08 eV, read at 0.25 eV, the error relative to the input density was −0.2291 %, against −0.2290 % from (5). For a peak of height 5 × 10¹⁷ cm⁻³ eV⁻¹ and width 0.05 eV, read at its centre at 0.30 eV, it was +0.574 %, against +0.586 %. At 180 and 220 K the sign holds but the leading term is no longer enough: the same peak is overestimated by about 12 %, while (5) gives 19 %. These temperatures serve as a mathematical limit; section 7 shows why a real film may not follow the model there.

**5. A film that is not quite uniform**

Let y run from the back surface, where the field is taken as zero, to the insulator. Poisson's equation is

ε_s d²φ/dy² = q(n − n_fix).

If the bending is weak, n is nearly constant across the film, and

φ(y) = φ(0) + q(n − n_fix)y²/(2ε_s).

The mean of y² is t²/3, so the mean potential exceeds φ(0) by q(n − n_fix)t²/(6ε_s). The surface potential exceeds it by q(n − n_fix)t²/(2ε_s). Surface minus mean is

q(n − n_fix)t² (1/2 − 1/6)/ε_s = q(n − n_fix)t²/(3ε_s).

When the bending is small against kT/q, the film conductance follows the mean potential, while the gate voltage contains the surface potential. With μ now the mean position,

VG = V0 + μ/q + q t (n − n_fix)[1/C + t/(3ε_s)].

The bracket replaces 1/C in (1). Using (4) with the bare C therefore gives a density too high by the fraction Ct/(3ε_s). This vanishes as t → 0.

For t = 10 nm, a film permittivity of 10 and the insulator of section 6, the fraction is 1.30 %. Integration of Poisson's equation across the film, with traps filled as at zero temperature to isolate the bending, gave +1.26 % at Ea = 0.30 eV and +0.68 % at 0.20 eV.

The same integration for a 50 nm film gave −53 % at 0.20 eV. With traps filled at 180 and 220 K instead, the change relative to a uniform film at those temperatures is about −51 %. The weak-bending formula has lost its basis there. With the tail of section 6, n − n_fix is about 5.6 × 10¹⁶ cm⁻³ when Δ = 0.20 eV. If that charge filled the film evenly, the potential would drop by about 5 mV across 10 nm but about 0.13 V across 50 nm, while kT/q is 17 mV at 200 K. The negative sign comes from the uneven response. In the 50 nm film at 180 K and Ea = 0.20 eV, about 87 % of the current (86 % with traps filled at 180 K) flows in the third nearest the insulator, and the back surface moves only about 0.4 times as much as the front. The trapped charge per thickness therefore responds with less than half of g(−Ea), yet (4) still divides by the full thickness.

**6. A worked extraction**

Take t = 10 nm and 100 nm of insulator with permittivity 3.9. The tail has N = 1 × 10¹⁹ cm⁻³ eV⁻¹ at the band edge and E_t = 0.08 eV. At zero-temperature flat band Ec − EF is 0.35 eV, and VG is counted from there. The conductivities are computed at 180 and 220 K from trapped charge at finite temperature in a uniform film.

The capacitance is

C = 3.9 × 8.854 × 10⁻¹⁴ F/cm / (1 × 10⁻⁵ cm) = 34.53 nF/cm²,

and the geometric term is

C/(q t) = 34.53 × 10⁻⁹/(1.602 × 10⁻¹⁹ × 1 × 10⁻⁶) = 2.155 × 10¹⁷ cm⁻³ eV⁻¹.

At VG = 0.20 V, the activation energies 0.02 V below and above are 0.25851 and 0.24449 eV. The slope is

s = (0.25851 − 0.24449)/0.04 = 0.351 eV/V.

With unrounded values 1/s = 2.852, so

g = 2.155 × 10¹⁷ × (2.852 − 1) = 3.99 × 10¹⁷ cm⁻³ eV⁻¹

at Ea = 0.251 eV. Without the subtraction the answer would be 6.15 × 10¹⁷. The input density at that energy is 4.32 × 10¹⁷.

The three gate voltages compare as follows, with densities in 10¹⁷ cm⁻³ eV⁻¹:

VG = 0.10 V, Ea = 0.292 eV: unsubtracted 4.55, subtracted 2.40, input 2.60.

VG = 0.20 V, Ea = 0.251 eV: unsubtracted 6.15, subtracted 3.99, input 4.32.

VG = 0.40 V, Ea = 0.197 eV: unsubtracted 10.07, subtracted 7.91, input 8.56.

Relative to the input, the unsubtracted values are high by 75, 42 and 18 %. The excess shrinks toward the band edge because the same geometric term is added to a growing density. It also distorts the shape: the unsubtracted density rises by a factor of 2.2 over this range, the input by 3.3.

The subtracted values are low by 7.7, 7.7 and 7.5 %. Equation (5) predicts nearly the same error for all three:

c/E_t² = (π²/6)(8.617 × 10⁻⁵)² × 180 × 220/0.08² = 0.0756.

Since E_t is known here, the second value can be corrected to 3.99/(1 − 0.0756) = 4.32 in the same units. With measured data, g″ would have to be estimated from the extracted curve, which amplifies noise.

The slope also sets the demand on the data. At VG = 0.10 V, s = 0.474, and a 1 % slope error becomes a 1.9 % density error. At 0.40 V, s = 0.214, and it becomes 1.3 %.

**7. Effects outside the model**

*Prefactor.* If σ0 depends on VG but not on T, it cancels between the two temperatures. If σ0 ∝ T^m, the definition of Ea adds

mk ln(T2/T1)/(1/T1 − 1/T2).

For m = 1.5 this is 25.7 meV. The slope is then paired with an energy too far from the band edge. For the tail, the density assigned to a given Ea should grow by exp(25.7/80) = 1.38. The simulated extraction at 0.20 eV gave 1.381. If m is known, fitting ln(σ/T^m) instead of ln σ removes the shift.

*Free electrons.* A small band density n_f ∝ exp(−Δ/kT) raises Δ at fixed VG by κn_f/F. Its temperature dependence matters more than its size. For Δ ≫ kT, T∂n_f/∂T ≈ n_fΔ/kT outweighs n_f itself, so by (3) the change in Ea is to leading order

−(κn_f/F)(Δ/kT),

which is negative and grows in size as the band edge approaches. The slope steepens and the extracted density falls. With an effective mass of 0.34 electron masses, the computed change at fixed Ea is −1.2 % at 0.20 eV and −7.0 % at 0.15 eV. In a film with no gap states the same effect pushes s above 1, and (4) returns a negative density: s = 1.07 and −1.4 × 10¹⁶ cm⁻³ eV⁻¹ at 0.20 eV with 180 and 220 K, and s = 1.08 already at 0.30 eV with 290 and 310 K.

*Hopping.* At low enough temperature, electrons hopping between states near EF carry the current, and Ea no longer measures Ec − EF. A rough estimate uses Mott's exponent (T_M/T)^(1/4), with T_M = 18/(k g a³) and an assumed localization length a = 1 nm. At VG = 0.10 V and 180 K this exponent is 46, against Ea/kT = 18.8 for band transport. They become equal near 55 K. Prefactors are ignored and a is uncertain. The law also assumes a bulk material with a constant density of states, while its typical hop, about (3/8)a(T_M/T)^(1/4), is 17 nm at 180 K, longer than the film is thick. So 55 K is only an order of magnitude. It also depends steeply on a: the same formula gives about 110 K for a = 2 nm and about 160 K for a = 3 nm, close to the 180 K used above. "Low temperature" thus has two sides: kT must be small against the energy over which g changes, but band transport must still dominate.

*Current and field.* For σ0 = 10 S/cm, a channel 1000 times wider than long and a drain voltage of 10 mV, the current at VG = 0.10 V and 180 K is 0.45 pA if the whole channel is given one Fermi level. Using Ea in place of Δ would give about 0.7 pA; the difference is the statistical shift of section 4. A drain voltage of 10 mV is not small against kT/q = 15.5 mV, and integrating σ along the channel lowers the current to 0.39 pA. The extraction hardly notices, its error at 0.29 eV moving from −7.6 to −7.5 %, but at a drain voltage of 0.1 V that error becomes +1.6 %. Small currents limit how deep into the gap the method can reach. At VG = 0.40 V the insulator field is 0.026 MV/cm, far below the breakdown field of good silicon dioxide, roughly 10 MV/cm.

**8. Beside a real transistor**

The parameters are round values in the rough regime of amorphous indium gallium zinc oxide transistors on silicon dioxide. The 10 nm film is on the thin side, since films of several tens of nanometres are also used, and the very wide channel was chosen to raise the current. Tail densities and energies vary with composition and processing, so the extracted 4 × 10¹⁷ cm⁻³ eV⁻¹ at 0.25 eV describes this model and no particular film. Two assumptions deserve most suspicion. One is uniform potential: in the model, going from 10 to 50 nm with the other parameters held fixed changes the error due to band bending at 0.20 eV from below 1 % to −53 %. The other is a temperature-independent prefactor: a T^1.5 law moves the density there by 38 %. Disorder in the band edge itself can also make transport depart from a single activation energy, and that is not sized here. Near room temperature the leading thermal estimate for this tail, with T1T2 = (300 K)², rises to about 17 %. That counts trapped charge only. With the band electrons of section 7 included, an extraction at 290 and 310 K is low by about 21 % at 0.30 eV, 26 % at 0.25 eV and 35 % at 0.20 eV.

For a film like this one, the subtraction matters wherever g is not much larger than C/(q t). Because that term scales as 1/t, thinning the film to make its potential uniform also enlarges the term to be removed. The main values are in the numerical output below.

Computed results

```
film thickness 10 nm, insulator thickness 100 nm
relative permittivity: insulator 3.9, film 10.0
tail density at band edge 1.0e+19 cm^-3 eV^-1, tail energy 0.080 eV
flat-band Ec-EF 0.35 eV; temperatures 180 and 220 K
insulator capacitance C 34.53 nF/cm^2
geometric term C/(q t) 2.1553e+17 cm^-3 eV^-1
gate half-step 0.02 V
VG 0.10 V: Ea at V-h, V, V+h = 0.30184, 0.29208, 0.28290 eV
  slope |dEa/dVG| 0.4735 eV/V, inverse 2.1117 V/eV
  density without subtraction 4.551e+17 cm^-3 eV^-1
  density with subtraction    2.396e+17 cm^-3 eV^-1
  input density at Ea         2.597e+17 cm^-3 eV^-1
  errors: without +75.3 %, with -7.7 %
VG 0.20 V: Ea at V-h, V, V+h = 0.25851, 0.25130, 0.24449 eV
  slope |dEa/dVG| 0.3507 eV/V, inverse 2.8518 V/eV
  density without subtraction 6.146e+17 cm^-3 eV^-1
  density with subtraction    3.991e+17 cm^-3 eV^-1
  input density at Ea         4.323e+17 cm^-3 eV^-1
  errors: without +42.2 %, with -7.7 %
VG 0.40 V: Ea at V-h, V, V+h = 0.20103, 0.19666, 0.19247 eV
  slope |dEa/dVG| 0.2141 eV/V, inverse 4.6711 V/eV
  density without subtraction 1.007e+18 cm^-3 eV^-1
  density with subtraction    7.912e+17 cm^-3 eV^-1
  input density at Ea         8.558e+17 cm^-3 eV^-1
  errors: without +17.6 %, with -7.5 %
predicted thermal error, example tail -7.56 %
cold test temperatures 30 and 40 K (mathematical limit)
  tail at 0.25 eV: error -0.2291 %, predicted -0.2290 %
  Gaussian peak: height 5.0e+17 cm^-3 eV^-1, width 0.05 eV
  peak at 0.30 eV: error +0.5741 %, predicted +0.5863 %
band bending, 10 nm, Ea 0.30 eV: +1.26 %, predicted +1.30 %
band bending, 10 nm, Ea 0.20 eV: +0.68 %
band bending, 50 nm, Ea 0.20 eV: -53.0 %
free electrons: mass ratio 0.34, band density at 200 K 2.71e+18 cm^-3
  change of extracted density: Ea 0.20 eV -1.20 %, 0.15 eV -7.0 %
prefactor T^1.5: energy shift 25.7 meV
  extracted density at Ea 0.20 eV multiplied by 1.381
insulator field at VG 0.40 V, 180 K: 0.0256 MV/cm
current inputs: sigma0 10 S/cm, W/L 1000, drain 10 mV
  current at VG 0.10 V, 180 K: 0.446 pA
hopping estimate at VG 0.10 V: localization length 1 nm, Mott T 8.04e+08 K
  exponents at 180 K: hopping 46.0, band 18.8
  exponents equal near 55 K
```
